# The First-Born Mott Cross Section from the Spin-Averaged Trace

## The decision this formula serves

A program that scatters electrons from nuclei can use a closed first-order formula or a costlier treatment, such as a table of partial-wave phase shifts. The closed formula costs one line and is valid to leading order in the nuclear charge. For an unpolarized electron and a fixed point charge $Ze$ it reads

$$
\frac{d\sigma}{d\Omega}=\frac{(Z\alpha)^2}{4\beta^2p^2\sin^4(\theta/2)}\left[1-\beta^2\sin^2\frac{\theta}{2}\right]. \tag{1}
$$

Here $p$, $E$ and $\beta=p/E$ are the electron's momentum, total energy and speed, and $\theta>0$ is the scattering angle. The factor before the bracket is called relativistic Rutherford below: it is Rutherford's formula with $mv^2$ replaced by $pv$. The bracket is the effect of the electron's spin.

For 1 MeV electrons on aluminium, dropping the bracket overestimates (1) by a factor of 1.8 at 90° and 5.8 at 150°. Keeping it leaves an error of roughly ten percent from higher orders in $Z\alpha$, estimated in the last section. That error decides whether higher orders are needed.

## Conventions and model

Units are $\hbar=c=1$, so $e^2=4\pi\alpha$. The metric is $(+,-,-,-)$, and $\not p=E\gamma^0-\mathbf p\cdot\boldsymbol\gamma$. Positive-energy spinors obey $(\not p-m)u=0$ and are normalized to $\bar u_su_r=2m\,\delta_{sr}$. To find $u^\dagger u$, sandwich $\not p\gamma^0+\gamma^0\not p=2E$ between $\bar u$ and $u$. The left side gives $2m\,\bar u\gamma^0u$ and the right side $2E\cdot2m$, so $u^\dagger u=\bar u\gamma^0u=2E$.

The nucleus is a fixed charge without size, magnetic moment or recoil, and radiation is left out. Its potential $A^0=Ze/(4\pi r)$ gives an electron of charge $-e$ the energy $-Z\alpha/r$. This falls off so slowly that the electron is never quite free, whereas the Born approximation starts from free waves. The calculation therefore uses

$$
V(r)=-\frac{Z\alpha}{r}e^{-\mu r},
$$

and $\mu\to0$ is taken in the cross section at fixed nonzero angle.

## From the static vertex to the cross section

The potential energy enters the Dirac Hamiltonian as $V$ times the unit matrix. Its matrix element contains $\psi^\dagger V\psi=\bar\psi\gamma^0\psi\,V$, so the static Coulomb vertex is $\gamma^0$.

Take free waves in a box of volume $\Omega_0$:

$$
\phi_p=\frac{u(p)}{\sqrt{2E\Omega_0}}\,e^{i\mathbf p\cdot\mathbf r-iEt}.
$$

Since $u^\dagger u=2E$, each holds one electron. Expanding the wave function in these waves gives, to first order, $i\dot c_f=\int d^3r\,\phi_f^\dagger V\phi_i$ for the final-state coefficient. Integration over time yields

$$
S_{fi}=-2\pi i\,\delta(E'-E)\,
\frac{\tilde V(\mathbf q)\,M}{\Omega_0\sqrt{4E'E}},
\qquad M=\bar u(p')\gamma^0u(p),
$$

with $\mathbf q=\mathbf p'-\mathbf p$ and $\tilde V(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(r)$. A static potential conserves energy but can absorb momentum. Hence $|\mathbf p'|=|\mathbf p|=p$ and

$$
q^2=2p^2(1-\cos\theta)=4p^2\sin^2(\theta/2).
$$

The squared delta function needs a finite interaction time $T$. With $\omega=E'-E$,

$$
\left|\int_{-T/2}^{T/2}e^{i\omega t}dt\right|^2
=\frac{4\sin^2(\omega T/2)}{\omega^2}.
$$

Setting $x=\omega T/2$, the area under this peak is $2T\int dx\,\sin^2x/x^2=2\pi T$. Its width shrinks as $1/T$, so for long times it acts as $2\pi T\,\delta(\omega)$. The transition rate to one final state is

$$
w=2\pi\delta(E'-E)\,\frac{|\tilde V|^2|M|^2}{4E'E\,\Omega_0^2}.
$$

There are $\Omega_0d^3p'/(2\pi)^3$ final states in $d^3p'$, and the incident flux is $\beta/\Omega_0$. Dividing rate by flux cancels the volume:

$$
d\sigma=\frac{1}{\beta}\,\frac{d^3p'}{(2\pi)^3}\,
2\pi\delta(E'-E)\,\frac{|\tilde V|^2|M|^2}{4E'E}.
$$

From $E'^2=p'^2+m^2$ follows $p'dp'=E'dE'$, so $d^3p'=p'E'\,dE'\,d\Omega$. The energy integral leaves

$$
\frac{2\pi\,pE}{8\pi^3\,\beta\,4E^2}
=\frac{p}{16\pi^2\beta E}=\frac{1}{16\pi^2}.
$$

Summing over final spins and averaging over the two initial ones,

$$
\frac{d\sigma}{d\Omega}=\frac{|\tilde V|^2}{16\pi^2}\;
\frac12\sum_{\rm spins}|M|^2. \tag{2}
$$

## The Fourier transform

With $\mathbf q$ as polar axis, the angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/(qr)$. Therefore

$$
\tilde V=-\frac{4\pi Z\alpha}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr.
$$

The integral is the imaginary part of $1/(\mu-iq)$, which is $q/(q^2+\mu^2)$. Thus

$$
\tilde V=-\frac{4\pi Z\alpha}{q^2+\mu^2},\qquad
\frac{|\tilde V|^2}{16\pi^2}=\frac{(Z\alpha)^2}{(q^2+\mu^2)^2}. \tag{3}
$$

## The spin sum as a trace

The completeness relation is $\sum_su_s\bar u_s=\not p+m$. To prove it, let both sides act on a basis of four spinors. On $u_r$ the left side gives $2mu_r$ by normalization, and the right side gives the same because $\not pu_r=mu_r$. The other two basis spinors satisfy $\not pv=-mv$, so the right side annihilates them. Evaluating $\bar u\not pv$ to the left and to the right gives $m\bar uv=-m\bar uv$, so $\bar uv=0$ and the left side annihilates them too.

Since $M=u'^\dagger u$, its conjugate is $u^\dagger u'=\bar u\gamma^0u'$. Two uses of completeness give

$$
\sum_{\rm spins}|M|^2=
\mathrm{Tr}\big[(\not p'+m)\gamma^0(\not p+m)\gamma^0\big].
$$

The terms linear in $m$ contain three gamma matrices. Their trace vanishes: insert $\gamma_5^2=1$, move one $\gamma_5$ past the three matrices, which gives a minus sign, and rejoin the two by cyclicity. The trace then equals its own negative.

The term in $m^2$ gives $m^2\,\mathrm{Tr}\,1=4m^2$. In the remaining term, $\gamma^0\gamma^i\gamma^0=-\gamma^i$ implies

$$
\gamma^0\not p\gamma^0=E\gamma^0+\mathbf p\cdot\boldsymbol\gamma.
$$

This is the slashed form of the four-vector $(E,-\mathbf p)$. The anticommutator and cyclicity give $\mathrm{Tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}$, so the term equals four times the product of $(E,\mathbf p')$ with $(E,-\mathbf p)$, namely $4(E^2+\mathbf p'\cdot\mathbf p)$. Altogether

$$
\sum_{\rm spins}|M|^2=4(E^2+m^2+p^2\cos\theta).
$$

Substitute $m^2=E^2-p^2$, then $1-\cos\theta=2\sin^2(\theta/2)$:

$$
4\big[2E^2-p^2(1-\cos\theta)\big]
=8E^2\left[1-\beta^2\sin^2\frac{\theta}{2}\right].
$$

The initial-spin average halves this. With (2) and (3),

$$
\frac{d\sigma}{d\Omega}=
\frac{4(Z\alpha)^2E^2}{(q^2+\mu^2)^2}
\left[1-\beta^2\sin^2\frac{\theta}{2}\right]. \tag{4}
$$

For $\mu\to0$ the denominator becomes $q^4=16p^4\sin^4(\theta/2)$. Since $4E^2/(16p^4)=1/(4\beta^2p^2)$, equation (1) follows.

## What the spin factor means

The bracket can be read as a sum over helicities, the spin directions along the motion. Let $\chi_\lambda$ be a normalized two-component spinor with $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi_\lambda=\lambda\chi_\lambda$ and $\lambda=\pm1$. In the representation with diagonal $\gamma^0$, the Dirac equation gives

$$
u_\lambda=\begin{pmatrix}\sqrt{E+m}\,\chi_\lambda\\
\lambda\sqrt{E-m}\,\chi_\lambda\end{pmatrix}.
$$

The overlap is therefore

$$
u'^\dagger_{\lambda'}u_\lambda=
\big[(E+m)+\lambda\lambda'(E-m)\big]\chi'^\dagger_{\lambda'}\chi_\lambda.
$$

The square bracket is $2E$ for equal helicities and $2m$ for opposite ones. Two spin directions separated by $\theta$ have squared overlap $\cos^2(\theta/2)$ if aligned with their axes in the same sense, and $\sin^2(\theta/2)$ if in opposite senses. Dividing by $4E^2$,

$$
1-\beta^2\sin^2\frac{\theta}{2}
=\cos^2\frac{\theta}{2}+\frac{m^2}{E^2}\sin^2\frac{\theta}{2}. \tag{5}
$$

The first term conserves helicity and the second flips it. At 180° the momentum reverses, while this vertex leaves the spin component along the beam unchanged. The helicity must then flip, which costs the factor $m^2/E^2$.

The right side of (5) is the better form for code. At high energy and angles near 180°, the left side subtracts two nearly equal numbers, while the right side adds two nonnegative ones.

## Limiting cases

For $\beta\to0$ the bracket tends to one and $p\to mv$, which leaves the nonrelativistic Rutherford formula

$$
\frac{d\sigma}{d\Omega}\to\frac{(Z\alpha)^2}{4m^2v^4\sin^4(\theta/2)}.
$$

For $E\gg m$ at a fixed angle below 180°,

$$
\frac{d\sigma}{d\Omega}\to
\frac{(Z\alpha)^2\cos^2(\theta/2)}{4E^2\sin^4(\theta/2)}.
$$

This form vanishes at 180°, where (1) keeps the value $(Z\alpha)^2m^2/(4p^4)$. The high-energy form therefore requires $\cos^2(\theta/2)\gg(m/E)^2\sin^2(\theta/2)$ as well as $E\gg m$.

At small angles the screening matters. Equation (4) is smaller than (1) by the factor $[q^2/(q^2+\mu^2)]^2$, which is close to one when $q\gg\mu$. Without screening the total cross section diverges, as the next section shows.

## Integrated cross section and sampling

A transport code may treat single collisions beyond a cut angle $\theta_0$. Put $y=\sin^2(\theta/2)$, so that $\cos\theta=1-2y$ and, after the azimuthal integral, $d\Omega=4\pi\,dy$. With $y_0=\sin^2(\theta_0/2)$, equation (1) gives

$$
\sigma(\theta>\theta_0)=\frac{\pi(Z\alpha)^2}{\beta^2p^2}
\int_{y_0}^{1}\frac{1-\beta^2y}{y^2}\,dy
=\frac{\pi(Z\alpha)^2}{\beta^2p^2}
\left[\frac1{y_0}-1+\beta^2\ln y_0\right].
$$

As $\theta_0\to0$, the term $1/y_0$ gives the leading forward divergence. The logarithm also diverges, but much more slowly.

To sample an angle, first draw $y$ from the density proportional to $1/y^2$. Its cumulative distribution, set equal to a uniform random number $\xi$ between 0 and 1, is

$$
\xi=\frac{1/y_0-1/y}{1/y_0-1},
\qquad\text{so}\qquad
y=\frac{y_0}{1-\xi(1-y_0)}.
$$

Accept this $y$ with probability $1-\beta^2y$, and otherwise draw again. The probability lies between 0 and 1, and the accepted values follow (1).

## Example: 1 MeV electrons on aluminium

Take a bare aluminium nucleus, $Z=13$, and keep only its charge. In ordinary units the prefactor of (1) contains $(Z\alpha\hbar c)^2/(pc)^2$. The inputs are $Z\alpha=0.09487$, $\hbar c=197.327$ MeV fm and $mc^2=0.510999$ MeV. The total energy is $E=1.51100$ MeV, so

$$
pc=\sqrt{1.51100^2-0.510999^2}\ \text{MeV}=1.42197\ \text{MeV},
\qquad \beta=\frac{1.42197}{1.51100}=0.94108.
$$

At 90°, $\sin^4(\theta/2)=1/4$, and relativistic Rutherford gives

$$
\frac{(0.09487\times197.327)^2}
{4\times0.88563\times1.42197^2\times0.25}\ \text{fm}^2/\text{sr}
=195.7\ \text{fm}^2/\text{sr}=1.957\ \text{b/sr}.
$$

The spin factor is $1-0.88563/2=0.5572$, and the product is 1.090 b/sr. By (5), 0.5000 of the factor conserves helicity and 0.0572 flips it. The other angles follow in the same way.

| Angle | Rutherford (b/sr) | Spin factor | Mott (b/sr) |
|---|---|---|---|
| 30° | 109.0 | 0.941 | 102.6 |
| 60° | 7.827 | 0.779 | 6.094 |
| 90° | 1.957 | 0.557 | 1.090 |
| 120° | 0.870 | 0.336 | 0.292 |
| 150° | 0.562 | 0.174 | 0.0976 |

Two neglected nuclear effects are small here. At 90° the momentum transfer is $qc=2.011$ MeV. With the nuclear mass taken as 27 atomic mass units, a rest energy of 25150 MeV, the recoil energy $q^2/(2M)$ is 80 eV, about $8\times10^{-5}$ of the kinetic energy. For a spread-out charge of rms radius $R$, expanding the Fourier transform at small $qR$ multiplies the amplitude by $1-q^2R^2/6$ and the cross section by $1-q^2R^2/3$. An assumed $R=3$ fm and $q/\hbar=0.01019$ fm$^{-1}$ give a relative reduction of $3\times10^{-4}$.

## The error of the first Born approximation

An electron passes a region of size $1/p$ in a time of about $1/(p\beta)$, and the potential there is about $Z\alpha p$. The accumulated phase is thus of order $Z\alpha/\beta$, here 0.10. First Born treats this phase as small. The estimate gives only the size of the expansion parameter of the amplitude. A phase common to the whole amplitude drops out of the cross section, so the correction to (1) does not follow from it and has to be computed.

Its size can be found by solving the Dirac equation in the screened potential $V=-g\,e^{-\mu r}/r$, with $g=13\alpha$ for electrons and $g=-13\alpha$ for positrons. Write the upper and lower components as $G(r)\,\mathcal Y_\kappa/r$ and $iF(r)\,\mathcal Y_{-\kappa}/r$, where the spin-angle functions satisfy $(\boldsymbol\sigma\cdot\mathbf L+1)\mathcal Y_\kappa=-\kappa\mathcal Y_\kappa$ and $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\mathcal Y_\kappa=-\mathcal Y_{-\kappa}$. With $\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, the Dirac equation gives, for each nonzero integer $\kappa$,

$$
G'=-\frac{\kappa}{r}G+(E+m-V)F,\qquad
F'=\frac{\kappa}{r}F-(E-m-V)G.
$$

The values $\kappa=-(l+1)$ and $\kappa=l$ belong to $j=l+\frac12$ and $j=l-\frac12$. Fourth-order Runge–Kutta integration out to 50 reduced Compton wavelengths, followed by matching to free spherical waves, gives the phase shifts $\delta_l^\pm$ and $S_l^\pm=e^{2i\delta_l^\pm}$ for $j=l\pm\frac12$.

The projectors onto these two values of $j$ are $(l+1+\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$ and $(l-\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$. Applied to the partial waves of the incident plane wave, they give the amplitudes

$$
f=\frac1{2ip}\sum_l\big[(l+1)(S_l^+-1)+l(S_l^--1)\big]P_l(\cos\theta),
$$

$$
h=\frac{\sin\theta}{2ip}\sum_l(S_l^+-S_l^-)\,P_l'(\cos\theta).
$$

The factor $\sin\theta\,P_l'$ arises from $\mathbf L=-i\mathbf r\times\nabla$ acting on $P_l(\cos\theta)$. The term in $h$ multiplies a spin matrix normal to the scattering plane, so the spin average has no cross term and $d\sigma/d\Omega=|f|^2+|h|^2$. The sums run to $l=120$.

The screening is $\mu=0.3\,m$, a range of 3.3 reduced Compton wavelengths. It is a computational stand-in for the long-range Coulomb field and does not describe the aluminium atom. At 90° it lowers the first-Born value by 1.2%. The table gives the partial-wave cross section divided by (4) with the same $\mu$.

| Angle | Electron | Positron |
|---|---|---|
| 30° | 1.062 | 0.942 |
| 60° | 1.108 | 0.918 |
| 90° | 1.131 | 0.908 |
| 120° | 1.130 | 0.915 |
| 150° | 1.090 | 0.949 |

Equation (4) contains the charge squared and cannot distinguish electrons from positrons. The next term in the cross section is the interference of the first- and second-order amplitudes. It is cubic in $g$ and changes sign with the charge. At 90° half the difference of the two ratios is 0.111, while their mean exceeds one by 0.019, so most of the departure is odd in the charge.

These ratios belong to the screened model and shift with $\mu$ by more than the last digit shown. At 150° the electron ratio is 1.103, 1.090 and 1.083 for $\mu=0.6$, $0.3$ and $0.15\,m$. The exact phase shifts of the unscreened point charge give electron ratios 1.064, 1.106, 1.127, 1.123 and 1.076 at the five angles and positron ratios 0.950, 0.924, 0.914, 0.923 and 0.964, up to 0.015 away from the table. The table therefore sets the scale of the error for the bare nucleus, but its entries are not correction factors for (1). Near 180° the odd term of the point charge almost vanishes, and both ratios lie one to two percent above one. In this example, formula (1) suits a calculation that tolerates errors of up to about 13 percent, reached near 90° to 120°. Tighter work, or any work that must separate electrons from positrons, needs higher orders in $Z\alpha$, from the next term of the Born series or from phase shifts for the actual potential.
